# Van der Waals attraction of a one-oscillator molecule to a Drude metal

With rough parameters for silane, a silicon precursor, facing aluminium, the attraction beyond the overlap of the electron clouds, but close enough for retardation to be negligible, is \(-C_3/d^3\) with \(C_3=0.820\) hartree bohr³. Facing a perfect conductor, the same molecule would have \(C_3=1.748\) hartree bohr³. Yet a Drude metal screens a static charge just as a perfect conductor does. Why does more than half of the attraction disappear?

The attraction comes from fluctuations, and the metal has to follow them. Let the molecule have static polarisability \(\alpha_0\) and a single oscillator frequency \(\omega_0\), and let the surface plasmon of the metal have frequency \(\omega_s\). Then

\[
C_3=\frac{\alpha_0\,\omega_0\,\omega_s}{8(\omega_0+\omega_s)} .
\tag{1}
\]

The perfect conductor is the limit \(\omega_s\to\infty\), where \(C_3=\alpha_0\omega_0/8\). The fraction that survives for a real plasmon frequency is \(\omega_s/(\omega_0+\omega_s)\), here \(10.607/22.607=0.469\).

Equation (1) is derived below in two ways. Hartree atomic units are used, with Gaussian electrostatics, so that a charge \(q\) has the potential \(q/r\). The metal fills \(z<0\) and the molecule is a point at \(z=d\). The molecule is isotropic and has no permanent dipole. The metal is a local electron gas of density \(n\) with a sharp edge at \(z=0\), neutralised by a rigid background, with \(\omega_p^2=4\pi n\). The speed of light is taken as infinite, the temperature as zero, and the electron clouds do not overlap.

## First derivation: zero-point energy of coupled modes

**The molecule.** Each Cartesian component \(p_j\) of the dipole has the Lagrangian

\[
L_j=\frac{\dot p_j^2}{2\alpha_0\omega_0^2}-\frac{p_j^2}{2\alpha_0}.
\]

A static field \(F\) adds \(+p_jF\), and the equilibrium is then \(p_j=\alpha_0F\), as required. With \(P_j=p_j/(\omega_0\sqrt{\alpha_0})\) the Lagrangian becomes \(\tfrac12\dot P_j^2-\tfrac12\omega_0^2P_j^2\).

**The surface plasmons.** Let the electrons be displaced by \(\mathbf u=\nabla\chi\), with

\[
\chi=\frac{b}{k}\,e^{kz}\cos(\mathbf k\cdot\mathbf R),\qquad z<0 ,
\]

where \(\mathbf R=(x,y)\). Since \(\nabla^2\chi=0\), there is no charge in the interior. At the edge \(u_z=b\cos(\mathbf k\cdot\mathbf R)\), and because electrons have charge \(-1\), the surface charge is \(\sigma_k\cos(\mathbf k\cdot\mathbf R)\) with \(\sigma_k=-nb\).

The kinetic energy per area follows from Green's theorem and the average \(\langle\cos^2\rangle=\tfrac12\):

\[
\frac n2\int_{-\infty}^0\!\langle|\nabla\dot\chi|^2\rangle dz
=\frac n2\langle\dot\chi\,\partial_z\dot\chi\rangle_{z=0}
=\frac{n\dot b^2}{4k}=\frac{\dot\sigma_k^2}{4nk}.
\]

The potential of the surface charge is \((2\pi/k)\sigma_k\cos(\mathbf k\cdot\mathbf R)e^{-k|z|}\). Its normal derivative jumps by \(-4\pi\sigma_k\cos(\mathbf k\cdot\mathbf R)\), as Gauss's law demands. The electrostatic energy per area is half the average of charge times potential, \(\pi\sigma_k^2/(2k)\). The ratio of the two coefficients is the squared frequency:

\[
\omega_s^2=\frac{\pi/(2k)}{1/(4nk)}=2\pi n=\frac{\omega_p^2}{2}.
\]

It does not depend on \(k\). A finite-element solution of the electrostatic mode problem gives 10.607 eV for \(\omega_p=15.0\) eV, in agreement with \(15.0/\sqrt2\).

Bulk plasmons have \(\mathbf u=\nabla\eta\) with \(\eta=0\) at the edge. Their potential is \(-4\pi n\eta\) inside and zero outside, so they do not act on the molecule. Nor do they mix with the surface modes: \(\int\nabla\eta\cdot\nabla\chi\,d^3r=0\) by Green's theorem, and the surface charge sits where the bulk potential vanishes. Divergence-free displacements with no normal component at the edge create no charge.

**The coupling.** For a surface of area \(A\), set \(\sigma_k=q\sqrt{2nk/A}\), which turns the kinetic energy \(A\dot\sigma_k^2/(4nk)\) into \(\tfrac12\dot q^2\). Each \(\mathbf k\) in one half of the plane has a cosine mode \(q_c\) and a sine mode \(q_s\). The energy of the dipole is \(-\mathbf p\cdot\mathbf F=\mathbf p\cdot\nabla\phi\). At \(\mathbf R=0\), \(z=d\), it equals

\[
\sum_{\mathbf k}h_k\left[-p_z\,q_c+\frac{p_xk_x+p_yk_y}{k}\,q_s\right],
\qquad h_k=2\pi\sqrt{\frac{2nk}{A}}\;e^{-kd}.
\]

So \(p_z\) couples to one weighted sum of cosine modes, and \(p_x\) and \(p_y\) couple to two sums of sine modes. These last two are orthogonal because the angular integral of \(k_xk_y\) vanishes. As all surface modes share the frequency \(\omega_s\), a rotation among them leaves their Lagrangian unchanged. The three sums, once normalised, may therefore be taken as three independent oscillators \(B_x,B_y,B_z\) of frequency \(\omega_s\). All other combinations are uncoupled.

The squared coupling of \(p_z\) is the sum of \(h_k^2\). Half the plane contributes half of \(A\int d^2k/(4\pi^2)\):

\[
\sum_{\mathbf k}h_k^2=n\int d^2k\,k\,e^{-2kd}
=2\pi n\int_0^\infty k^2e^{-2kd}dk
=\omega_s^2\,\frac{2}{(2d)^3}=\frac{\omega_s^2}{4d^3}.
\]

For \(p_x\) the factor \(k_x^2/k^2\) averages to \(\tfrac12\). Writing the squared couplings as \(\omega_s^2s_j\),

\[
s_z=\frac1{4d^3},\qquad s_x=s_y=\frac1{8d^3},\qquad \sum_js_j=\frac1{2d^3}.
\tag{2}
\]

**The normal modes.** In terms of \(P_j\) the coupling energy is \(\pm\omega_0\omega_s\sqrt{\alpha_0s_j}\,P_jB_j\), whose sign does not affect the frequencies. They obey

\[
(\omega_0^2-\omega^2)(\omega_s^2-\omega^2)=\omega_0^2\omega_s^2\,\alpha_0s_j .
\]

This is a quadratic in \(\omega^2\). Its roots have the sum \(\omega_+^2+\omega_-^2=\omega_0^2+\omega_s^2\) and the product \(\omega_+^2\omega_-^2=\omega_0^2\omega_s^2(1-\alpha_0s_j)\). Hence

\[
(\omega_++\omega_-)^2=\omega_0^2+\omega_s^2+2\omega_0\omega_s\sqrt{1-\alpha_0s_j}.
\tag{3}
\]

For small \(\alpha_0s_j\) the square root is \(1-\alpha_0s_j/2\), and the right side is \((\omega_0+\omega_s)^2-\omega_0\omega_s\alpha_0s_j\). Taking the root to first order gives

\[
\omega_++\omega_-\simeq\omega_0+\omega_s-\frac{\omega_0\omega_s\,\alpha_0s_j}{2(\omega_0+\omega_s)}.
\]

The interaction energy is the change in zero-point energy, half the change in the sum of frequencies:

\[
E=-\frac{\alpha_0\omega_0\omega_s}{4(\omega_0+\omega_s)}\sum_js_j
=-\frac{\alpha_0\omega_0\omega_s}{8(\omega_0+\omega_s)}\,\frac1{d^3}.
\]

This is equation (1). One mode of each pair rises and the other falls, and the fall is the larger. Diagonalising the three dipole components together with a discrete set of surface plasmons, at \(d=60\) bohr, gives 0.82031 hartree bohr³, the value of the formula.

## Second derivation: response at imaginary frequency

This route starts from quantum perturbation theory and does not need the molecule or the metal to be a set of oscillators. The perturbation is \(-\sum_jp_jF_j\), where \(F_j\) is the field of the metal at the molecule. Both \(p_j\) and \(F_j\) have zero mean in the uncoupled ground state. The first-order energy therefore vanishes, and in second order both partners must be excited. Let the molecule have excitation energies \(a\) with matrix elements \(p_j^{a}\), and the metal energies \(b\) with matrix elements \(F_j^{b}\). Products of different field components cancel in the sum over metal states, because reflections of \(x\) or \(y\) leave the metal unchanged. What remains is

\[
E=-\sum_j\sum_{a,b}\frac{|p_j^{a}|^2\,|F_j^{b}|^2}{a+b}.
\tag{4}
\]

The denominator can be split into a part for each partner. By partial fractions,

\[
\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}
=\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)
=\frac{\pi}{2ab(a+b)} ,
\tag{5}
\]

so that \(1/(a+b)\) is \(2ab/\pi\) times this integral.

Each factor is now a response function. Apply to the molecule a field \(Fe^{\xi t}\) that grows from zero; this is what an imaginary frequency \(\omega=i\xi\) means. The amplitude of an excited state obeys \(i\dot c=ac-p_j^{a}Fe^{\xi t}\), so \(c=p_j^{a}Fe^{\xi t}/(a-i\xi)\). The induced dipole is twice the real part of \(p_j^{a*}c\), summed over states, which gives

\[
\alpha_{jj}(i\xi)=\sum_a\frac{2a\,|p_j^{a}|^2}{a^2+\xi^2}.
\]

The same argument for the metal, driven by a growing dipole, gives the returned field per unit dipole, \(G_{jj}(i\xi)=\sum_b2b|F_j^{b}|^2/(b^2+\xi^2)\). The product \(\alpha_{jj}G_{jj}\) carries a factor \(4ab\), whereas (4) and (5) need \(2ab/\pi\). Therefore

\[
E=-\frac1{2\pi}\int_0^\infty d\xi\sum_j\alpha_{jj}(i\xi)\,G_{jj}(i\xi).
\tag{6}
\]

**The returned field.** Put a charge \(q\) at height \(d\) above a medium of permittivity \(\varepsilon\). Outside, the potential is that of \(q\) and of an image \(q'\) at \(-d\); inside, it is that of a charge \(q''\) at the position of \(q\). Continuity of the potential requires \(q+q'=q''\), and continuity of the normal displacement requires \(q-q'=\varepsilon q''\). Eliminating \(q''\),

\[
q'=-g\,q,\qquad g=\frac{\varepsilon-1}{\varepsilon+1}.
\]

A dipole is a pair of opposite charges, so its image is \((-gp_x,-gp_y,+gp_z)\), at a distance \(2d\). On the axis of a dipole the field is \(2p/r^3\) along it; at right angles to it the field is \(-p/r^3\). With \(r=2d\),

\[
G_{zz}=\frac{2g}{8d^3}=\frac{g}{4d^3},\qquad G_{xx}=G_{yy}=\frac{g}{8d^3}.
\]

At \(\xi=0\), where \(g=1\), these are the \(s_j\) of equation (2). Integrating the surface charge on a conductor directly gives 0.25000 and 0.12500 for these fields times \(d^3\). For an isotropic molecule, the sum in (6) is \(\alpha g/(2d^3)\), and

\[
C_3=\frac1{4\pi}\int_0^\infty\alpha(i\xi)\,g(i\xi)\,d\xi .
\tag{7}
\]

**The two models.** The molecular oscillator obeys \(\ddot p=-\omega_0^2p+\alpha_0\omega_0^2F\), so \(\alpha(i\xi)=\alpha_0\omega_0^2/(\omega_0^2+\xi^2)\). A free electron obeys \(\xi^2\mathbf u=-\mathbf F\). The polarisation is \(-n\mathbf u=n\mathbf F/\xi^2\), hence

\[
\varepsilon(i\xi)=1+\frac{\omega_p^2}{\xi^2},\qquad
g(i\xi)=\frac{\omega_p^2}{2\xi^2+\omega_p^2}=\frac{\omega_s^2}{\omega_s^2+\xi^2}.
\]

Equation (5) with \(a=\omega_0\) and \(b=\omega_s\) finishes the calculation:

\[
C_3=\frac{\alpha_0\omega_0^2\omega_s^2}{4\pi}\,\frac{\pi}{2\omega_0\omega_s(\omega_0+\omega_s)}
=\frac{\alpha_0\omega_0\omega_s}{8(\omega_0+\omega_s)} .
\]

The opening question can now be read from (7). A perfect conductor has \(g=1\) at every \(\xi\). The Drude metal has \(g=1\) only at \(\xi=0\), and \(g\) has fallen to one half at \(\xi=\omega_s\). The molecular response does not stop at \(\omega_0\): beyond it, \(\alpha(i\xi)\) has a long tail that falls as \(\xi^{-2}\). The perfect conductor returns a field over the whole tail; the Drude metal, with the values used here, gives only about 15 % of that contribution. Integrating the lost part, \(\alpha(1-g)\), with the values used here shows that about four fifths of the loss comes from \(\xi>\omega_0\). In the opposite limit, \(\omega_s\ll\omega_0\), the metal is the slow partner and \(C_3\to\alpha_0\omega_s/8\).

**Orientation.** If the polarisability is a tensor whose components share one \(\omega_0\), the sum in (6) contains \(\alpha_{xx}+\alpha_{yy}+2\alpha_{zz}\) in place of \(4\alpha\). Equation (1) then holds with

\[
\alpha_0\;\to\;\tfrac14\left(\operatorname{tr}\boldsymbol\alpha+\alpha_{zz}\right).
\]

For an axial molecule twice as polarisable along its axis as across it, \(C_3\) upright is \((4+2)/(4+1)=1.2\) times \(C_3\) flat. At fixed height of the molecular centre, this attraction favours the upright position. In practice a flat molecule may come closer, and the factor \(d^{-3}\) can then reverse the preference.

## What each derivation assumes

Both derivations assume a point molecule, a local metal with a sharp edge, instantaneous fields and no overlap. They differ in the rest.

The first needs a harmonic molecule and a loss-free metal whose surface modes share one frequency. In return, (3) holds beyond leading order in the coupling, as long as \(\alpha_0s_z<1\). The second works to second order in the coupling, but (7) accepts any molecular spectrum and any local permittivity, including one with losses. It therefore shows the sign of two corrections:

- Damping at a rate \(\gamma\) replaces \(\xi^2\) in \(\varepsilon\) by \(\xi(\xi+\gamma)\). This lowers \(\varepsilon\), and with it \(g\), at every \(\xi>0\), so \(C_3\) falls.
- Suppose the molecular spectrum is split into several lines, with \(\alpha_0\) and the sum of \(\alpha_i\omega_i^2\) held fixed. As a function of \(X=\omega^2\), the factor \(\omega_s\sqrt X/(\sqrt X+\omega_s)\) is concave, so the split spectrum has the smaller \(C_3\).

## Silane above aluminium

The rough inputs are \(\alpha_0=0.0047\) nm³, \(\omega_0=12.0\) eV, \(\omega_p=15.0\) eV and \(d=0.30\) nm. Equation (1) has the dimension of volume times energy, so these units can be used directly:

\[
C_3=\frac{0.0047\times12.0\times10.607}{8\times22.607}=0.00331\ \text{eV nm}^3 ,
\]

which is 0.820 hartree bohr³. Dividing by \((0.30\ \text{nm})^3=0.027\) nm³ gives an attraction of about 123 meV. The logarithmic derivative of \(C_3\) with respect to \(\omega_0\) is \(\omega_s/(\omega_0+\omega_s)=0.47\), so a small relative error in \(\omega_0\) is roughly halved in \(C_3\). An error in \(\alpha_0\) enters in full.

Several omissions are small here, each taken alone. The closed form (3) strengthens the attraction by 1.0 %, since \(\alpha_0s_z\) is only 0.0435. Damping of 0.6 eV lowers \(C_3\) by 1.8 %; moving 30 % of the metal's oscillator strength to an interband line at 1.5 eV as well makes this 2.1 %. Splitting the molecular spectrum into lines at 10 and 20 eV, under the constraints above, lowers it by 3.9 %. The sum held fixed, \(\alpha_0\omega_0^2\), amounts to only 6.2 electrons, fewer than the eight valence electrons of silane. The real spectrum carries more strength at high frequency, so this figure fixes neither the sign nor the size of the correction for real silane. The perfect-conductor value, which weights high frequencies fully, is the more sensitive to that extra strength. Retardation removes 0.06 % at 0.30 nm, but 15 % at 10 nm, relative to \(-C_3/d^3\) at the same distance. With the permittivity and its damping held fixed, thermal excitation at 600 K changes \(C_3\) of the damped metal by 0.0005 %; any change of the damping with temperature comes on top of this.

The large errors come from the short distance. The electron gas has no sharp edge, and its effective surface plane lies outside the nominal one. A shift of 0.04 nm, a rough value, multiplies the attraction by \((0.30/0.26)^3\), an increase of 54 %.

Pauli repulsion acts the other way. Model it as \(We^{-z/\lambda}\), and let \(d\) be the equilibrium height. Zero force requires \((W/\lambda)e^{-d/\lambda}=3C_3/d^4\), so the repulsive energy is the fraction \(3\lambda/d\) of the attraction. If the repulsion follows the tail of the metal's electron density, \(\lambda=1/(2\sqrt{2\Phi})\), where \(\Phi\) is the work function. For \(\Phi=4.3\) eV this is 0.047 nm, and the fraction is 47 %. The well is then 65 meV deep instead of 123 meV. The two corrections were sized separately, and their opposite signs do not show that they cancel.

The molecule also has a size. As a rough model, put a quarter of the polarisability at the centre of each Si–H bond, \(a=0.074\) nm from silicon, and keep silicon at \(d\). The mean height of the four centres is still \(d\), but \(z^{-3}\) is convex, so the attraction grows. In this model it grows by 10 % with three hydrogens towards the metal and by 18 % with one. The leading term, \(6\langle\delta^2\rangle/d^2=2a^2/d^2=12\,\%\), where \(\delta\) is the height of a centre relative to silicon, is the same for both; within the model, the difference comes from higher terms. A point molecule with silane's isotropic polarisability shows no such preference. The model treats each centre as an isotropic point. It leaves out the extent of the electron cloud around each centre, which adds attraction, and the difference between the polarisabilities along and across a bond, which adds an orientation-dependent term in \(d^{-4}\). The true effect of size can be several times larger, so these percentages illustrate the mechanism and do not give its magnitude for silane. The comparison also holds the silicon height fixed and leaves out any difference in repulsion, so it does not decide which geometry is adsorbed.

For clean aluminium, then, the formula gives a sound scale for the attraction beyond the overlap region, as long as retardation is small, and only an order of magnitude for the binding at contact. Equation (7) does not cover an oxide layer on the metal: the returned field then depends on the thickness of the layer as well as on both permittivities, and the attraction is no longer a pure \(d^{-3}\) law. A chemical bond between silane and the metal also lies outside both derivations. The values used here are collected in the numerical output below.

## Table of computed values

```
Rough inputs, silane above aluminium
static polarisability alpha0 = 0.0047 nm^3
molecular oscillator energy = 12.0 eV
bulk plasmon energy = 15.0 eV
height above electron-gas edge d = 0.30 nm
Results
surface-plasmon energy = 10.607 eV
same from finite elements = 10.607 eV
image field * d^3, normal dipole = 0.25000 (no unit)
image field * d^3, parallel dipole = 0.12500 (no unit)
alpha0 in atomic units = 31.717 bohr^3
w0 in atomic units = 0.44099 hartree
ws in atomic units = 0.38979 hartree
C3 from formula = 0.82031 hartree bohr^3
C3 from frequency integral = 0.82031 hartree bohr^3
C3 from plasmon bath, d = 60 bohr: 0.82031 hartree bohr^3
C3 converted = 0.003308 eV nm^3
C3 for perfect conductor = 1.74838 hartree bohr^3
attraction -C3/d^3 = -122.51 meV
all orders in coupling, closed form = -123.78 meV
all orders, diagonalised bath = -123.78 meV
alpha0*s for normal dipole = 0.0435 (no unit)
C3 upright/flat, axial alpha ratio 2 = 1.200 (no unit)
Neglected effects, change of the attraction, each alone
higher orders in coupling: +1.04 %
metal damping 0.6 eV: -1.80 %
damping + interband share 0.3 at 1.5 eV: -2.13 %
share of alpha0 in 10 eV line, rest at 20 eV: 0.853 (no unit)
spectrum split into these two lines: -3.93 %
retardation at d = 0.30 nm: -0.06 %
retardation at d = 10 nm: -15.4 %
temperature 600 K, damped metal: +0.0005 %
surface plane moved out by 0.04 nm: +53.6 %
Si-H bond length used = 0.148 nm
finite size, three H towards metal: +9.9 %
finite size, one H towards metal: +17.6 %
work function used = 4.3 eV
decay length of repulsion = 0.0471 nm
Pauli repulsion at equilibrium: -47.1 %
well depth with repulsion = 64.8 meV
```
